# Impurity-band density of states: coherent-potential approximation against exact disordered-lattice spectra

## One donor in a clean lattice

Take a simple cubic lattice with hopping $-t$ between nearest neighbours and one orbital per cell. The clean band runs from $-6t$ to $6t$. Let $F(z)$ be the site-diagonal element of the clean Green function $(z-T)^{-1}$, where $T$ is the hopping matrix. Now give one site the level $V<0$. The Dyson equation at that site reads

$$G_{00}=F+FVG_{00}\quad\Rightarrow\quad G_{00}=\frac{F}{1-VF}.$$

A bound level lies where $1=VF(E)$. Below the band every term of $F(E)=\langle 1/(E-\epsilon_k)\rangle_k$ is negative, so an attractive $V$ can satisfy this condition if it is strong enough. In three dimensions $F$ stays finite at the band edge, $F(-6t)=-0.2527/t$, so a bound level needs $V<-3.96\,t$.

This fixes the model parameters. Matching the band bottom to an effective mass $m^*$ gives $t=\hbar^2/(2m^*a^2)$ for cell edge $a$. With $m^*=0.30\,m_0$, $a=1.5$ nm and $\hbar^2/2m_0=38.1$ meV nm², $t=38.1/(0.30\times2.25)=56.4$ meV. Requiring a level 45 meV below the band edge gives $V=-5.59\,t=-316$ meV. Diagonalizing a periodic cell of $8^3$ sites with one such donor puts the level at $-45.1$ meV. Positions of levels and band edges quoted in meV are measured from the clean edge $-6t$, whereas $V$ is measured from the host site level 0.

For many donors, let each site independently have level $V$ with probability $c=N_Da^3$ and level 0 otherwise. Electrons do not interact, and densities of states are per spin. The task is to average the site Green function over this disorder.

## The self-consistency condition

The coherent-potential approximation (CPA) replaces every site level by one complex, energy-dependent number $\Sigma(z)$. The medium then has the site Green function $G=F(w)$ with $w=z-\Sigma$. Put a real level $\varepsilon$ back on one site. It is a local perturbation $\varepsilon-\Sigma$, so the one-donor formula gives

$$G_\varepsilon=\frac{G}{1-(\varepsilon-\Sigma)G}=\frac{1}{u-\varepsilon},\qquad u=\frac1G+\Sigma=z+\frac1{F(w)}-w .$$

The medium is chosen so that the average of $G_\varepsilon$ is $G$. Subtracting $G$ from both sides and dividing by $G^2$ gives the equivalent statement that the mean scattering vanishes:

$$\left\langle\frac{\varepsilon-\Sigma}{1-(\varepsilon-\Sigma)G}\right\rangle=0 .$$

For two levels,

$$G=\frac{1-c}{u}+\frac{c}{u-V}=\frac{u-(1-c)V}{u(u-V)} .$$

Since $\Sigma=u-1/G$,

$$\Sigma=\frac{u[u-(1-c)V]-u(u-V)}{u-(1-c)V}=\frac{cVu}{u-(1-c)V}. \tag{1}$$

Three limits show what (1) contains.

- For large $|u|$, $\Sigma\to cV$. This is the virtual crystal, a rigid shift of the host band.
- For $t\to0$, $F(w)=1/w$, hence $u=z$ and $G=(1-c)/z+c/(z-V)$, the exact result for isolated sites.
- For $c\to0$, $u\to1/F$ and $\Sigma\to cV/(1-VF)$, whose pole is the single-donor level.

## Iteration and its convergence

The scheme is $w\leftarrow z-\Sigma(u(w))$, started at $w=z$ with $\eta=\mathrm{Im}\,z>0$. For any average of $1/(w-\epsilon)$ over real $\epsilon$, the Cauchy–Schwarz inequality gives

$$\mathrm{Im}\frac1{F}=\mathrm{Im}\,w\,\frac{\langle|w-\epsilon|^{-2}\rangle}{|\langle(w-\epsilon)^{-1}\rangle|^2}\ge\mathrm{Im}\,w .$$

Hence $\mathrm{Im}\,u\ge\eta$. The same inequality applied to $1/G=1/\langle(u-\varepsilon)^{-1}\rangle$ gives $\mathrm{Im}\,\Sigma\le0$. The new $w$ therefore has $\mathrm{Im}\,w\ge\eta$. Rewriting (1) as

$$\Sigma=cV+\frac{\sigma^2}{u-(1-c)V},\qquad \sigma^2=c(1-c)V^2,$$

bounds it from above: $\mathrm{Im}\,w\le\eta+\sigma^2/\eta$.

Call the map $f$. The function $f-i\eta$ is analytic and takes the upper half-plane into itself. Schwarz's lemma, carried from the disc to the half-plane by Möbius maps, then gives $|f'(w)|\le(\mathrm{Im}f-\eta)/\mathrm{Im}\,w$. Lengths measured with $|dw|/\mathrm{Im}\,w$ shrink at each step by at least the factor

$$\frac{|f'|\,\mathrm{Im}\,w}{\mathrm{Im}f}\le1-\frac{\eta}{\mathrm{Im}f}\le\frac{\sigma^2}{\sigma^2+\eta^2}<1 .$$

The solution is therefore unique and is reached geometrically from any start in the upper half-plane. For $c=0.016875$ and $\eta=5$ meV $=0.0886\,t$, $\sigma^2=0.5185\,t^2$ and the bound is 0.985 per step. The bound tends to 1 as $\eta\to0$, so it promises nothing on the real axis.

## The clean Green function

Set $t=1$ here. Two of the three momentum integrals can be done in closed form. For the square lattice use $\cos k_x+\cos k_y=2\cos p\cos q$ with $p,q=(k_x\pm k_y)/2$. Averaging over $p$ with $\langle1/(A+B\cos p)\rangle=1/\sqrt{A^2-B^2}$ leaves

$$G_{sq}(s)=\frac2\pi\int_0^{\pi/2}\!\frac{dq}{\sqrt{s^2\sin^2q+(s^2-16)\cos^2q}} .$$

With $\alpha=s$, $\beta=\sqrt{s^2-16}$ and $x=\alpha\tan q$ this becomes

$$\frac2\pi\int_0^\infty\frac{dx}{\sqrt{(x^2+\alpha^2)(x^2+\beta^2)}} .$$

Substitute $y=(x-\alpha\beta/x)/2$. Then

$$y^2+\alpha\beta=\frac{(x^2+\alpha\beta)^2}{4x^2},\quad y^2+\tfrac{(\alpha+\beta)^2}{4}=\frac{(x^2+\alpha^2)(x^2+\beta^2)}{4x^2},\quad dy=\frac{x^2+\alpha\beta}{2x^2}dx .$$

The integrand becomes half of the same form in $y$, with $\alpha,\beta$ replaced by their arithmetic and geometric means, and $y$ runs over the whole line. The integral is thus unchanged. Repeating the step drives both numbers to a common value $M$, the arithmetic-geometric mean (AGM), and the integral to $1/M$. Therefore

$$F(w)=\frac1\pi\int_0^\pi\frac{dk}{\mathrm{AGM}(s,\sqrt{s-4}\sqrt{s+4})},\qquad s=w+2\cos k .$$

The derivation holds for real $s>4$ and continues analytically to the upper half-plane. There the roots must be taken factor by factor, as $\sqrt{s-4}\sqrt{s+4}$ and $\sqrt \alpha\sqrt \beta$. All quantities then stay in the upper half-plane. A single root of the product can jump to the wrong sheet.

The $k$ integral is a midpoint sum with $n_k$ points, equivalent to $2n_k$ points over a full period. Its error falls as $e^{-2n_k\kappa}$, where $\kappa$ is the distance of the nearest singularity of the integrand from the real $k$ axis. Small $\mathrm{Im}\,w$ inside the band makes $\kappa$ small and calls for more points.

## Pseudocode and cost

```
host(w):
    for midpoints k in (0, pi):
        a = w + 2 cos k;  b = sqrt(a-4) sqrt(a+4)
        repeat 6 times: a, b = (a+b)/2, sqrt(a) sqrt(b)
    return mean over k of 1/a

cpa(E, eta):
    z = E + i eta;  w = z
    repeat
        u = z + 1/host(w) - w
        w_new = z - c V u/(u - (1-c) V)
        step = |w_new - w|;  w = w_new
    until step < tolerance
    return -Im host(w)/pi

exact(E, eta):
    for each sample:
        next choice of periodic/antiperiodic boundaries
        put V on each site with probability c
        e = eigenvalues
        rho = mean over e of (eta/pi)/((E-e)^2 + eta^2)
    return mean and standard error of rho
```

One CPA step costs $O(n_k)$ per energy, and converged energies can be dropped from the work. Diagonalization costs $O(N^3)$ per sample of $N$ sites. Evaluating the CPA at $E+i\eta$ is the same operation as the Lorentzian in `exact`, since $-\mathrm{Im}\,(E+i\eta-e)^{-1}/\pi$ is that Lorentzian. The two curves are comparable only at equal $\eta$.

A step below tolerance is not an error below tolerance. With contraction factor $q$ close to the solution, the remaining error can reach about $q/(1-q)$ times the last step.

Cycling through the eight boundary choices cancels clean-lattice paths that wind an odd number of times around the cell. With $8^3$ sites the remaining clean-lattice error, over the window used below, is at most 0.6 % of the peak sampled density.

## What the CPA leaves out

Let $\hat V$ be the diagonal matrix of site levels and let $\varphi$ denote the disorder-averaged trace per site. At the CPA solution $z=w+u-1/G$. Write

$$(u-\hat V)^{-1}=G(1+A),\qquad (w-T)^{-1}=G(1+B).$$

Both left sides have $\varphi=G$, so $\varphi(A)=\varphi(B)=0$. $A$ is diagonal with independent zero-mean entries, and $B$ has zero diagonal because the clean lattice is uniform. Then

$$z-\hat V-T=(u-\hat V)+(w-T)-\frac1G=\frac1G(1+A)^{-1}\big[(1+B)+(1+A)-(1+A)(1+B)\big](1+B)^{-1},$$

and the bracket equals $1-AB$. For large $|z|$ the inverse can be expanded:

$$G_{\rm exact}=G\,\varphi\Big[(1+B)\sum_{n\ge0}(AB)^n(1+A)\Big].$$

The leading 1 is the CPA, and the other words are its error. A word contributes only if no site carries a single factor $A$, since that factor averages to zero. Each $B$ changes the site. In $(AB)^n$ with $n\le3$, cyclically adjacent sites differ, so with up to three sites none can repeat and the word vanishes. The words $B(AB)^n$ and $(AB)^nA$ with $n\le3$ contain one $B^2$ or $A^2$ under the trace. Some other site still carries a lone $A$, or a lone $B$ has to close on its own site, so they vanish too.

The first survivors are $(AB)^4$ and $B(AB)^3A$, with sites $i,j,i,j$. At large $z$, $A\simeq(\hat V-cV)/z$ and $B\simeq T/z$. Each word gives $6t^4\sigma^4/z^8$, from six neighbours $j$. Since $G\simeq1/z$, the correction is $12t^4\sigma^4/z^9$. Moments 0 to 7 of the CPA are therefore exact, and the eighth is too small by

$$\Delta\mu_8=12\,t^4\sigma^4 .$$

At $c=0.016875$ this is $12\times0.5185^2=3.23\,t^8$. A contour integral of the CPA, compared with explicit enumeration of closed walks, gives the same value. Relative to $\mu_8=1.17\times10^5\,t^8$ it is $3\times10^{-5}$. Such agreement says little about a band holding 1.7 % of the states.

## Edges and weight without broadening

For real $w<-6t$, $G=F(w)$ is negative, and the two-level formula for $G$ becomes

$$Gu^2-(1+GV)u+(1-c)V=0 .$$

The discriminant, $(1-GV)^2+4cGV$, is positive. The left side equals $-cV>0$ at $u=V$ and $(1-c)V<0$ at $u=0$. As the parabola opens downwards, one root lies below $V$ and the other between $V$ and 0.

Each root gives a curve $z(w)=w+u-1/G$. Outside the spectrum $dG/dz<0$, while $F'(w)<0$, so a physical stretch needs $dz/dw>0$. Its turning points are band edges. The lower root gives the bottom of the impurity band. A rising stretch on the upper root is a gap. The iterated solution at $\eta=10^{-3}t$ was tested on both sides of every edge quoted below, and the density outside was less than a tenth of that inside.

The weight of a split-off band is

$$\frac1{2\pi i}\oint G\,dz=\frac1{2\pi i}\oint\left[G\,dw+G\,du-G\,d(1/G)\right].$$

The path of $w$ crosses the real axis below the host band and encloses no host level. The path of $u$ crosses once below $V$ and once between $V$ and 0, so it encloses the donor pole of residue $c$. The last term is $\oint dG/G$. It vanishes because $G$ is negative at both crossings and keeps one sign of $\mathrm{Im}\,G$ on each half of the path. The band thus holds $c$ states per site and spin. One electron per donor half-fills it.

## Reading the numbers

The lower density is $5\times10^{18}$ cm⁻³, so $c=5\times10^{18}\times3.375\times10^{-21}=0.016875$. The CPA impurity band runs from $-81$ to $-8$ meV, and the host starts at 12 meV. At $2\times10^{19}$ cm⁻³, $c=0.0675$, the band runs from $-117$ to 29 meV and the host starts at 41 meV. Densities of states at $5\times10^{18}$ cm⁻³, in $10^{19}$ eV⁻¹ cm⁻³ per spin with $\eta=5$ meV, are:

| $E$ (meV) | CPA | sampled |
|---:|---:|---:|
| −80 | 2.7 | 1.58 ± 0.07 |
| −40 | 8.3 | 13.5 ± 0.4 |
| −20 | 6.9 | 4.3 ± 0.2 |

The sampled band is peaked near the single-donor level, while the CPA spreads its states too evenly. A plausible reason is that the CPA gives every donor the same surroundings, whereas many real donors in the sample have no close neighbour.

Over the fixed window from $-200$ to 0 meV, the integrated absolute deviation relative to the sampled weight is 38 %, against 81 % for the virtual crystal. At the higher density the figures are 25 % and 87 %. The CPA figures carry sampling noise of about two points: larger samples give about 36 % and 26 %. Local errors remain large there: at 0 meV the CPA gives 16.1 and the samples 5.5.

Donor clusters are the omitted physics. For two neighbouring donors the symmetric state obeys $1=V(F_{00}+F_{01})$, where $EF_{00}+6tF_{01}=1$ follows from $(E-T)(E-T)^{-1}=1$. Its level is $-86$ meV, just below the CPA band at the lower density. The samples have 0.038 levels per donor below that band. This rests on about 37 levels; with several thousand donors it rises to about 0.046. The expected number of neighbour pairs is $3c=0.05$ per donor, so pairs can account for a tail of this size.

The CPA gap is not a gap of the exact lattice. An infinite random lattice contains arbitrarily large regions in which every site is a donor. Their levels come arbitrarily close to every energy of a clean band shifted by $V$, which here runs from $-316$ to 362 meV. Both CPA gaps lie inside this range and are therefore filled, though perhaps very thinly. The samples have 0.041 levels per donor in the gap at the higher density. At the lower one they have 0.002, which is two levels among 969 donors and too few for a reliable figure; with several thousand donors, in cells of $8^3$ to $24^3$ sites, it lies between 0.006 and 0.009.

## Distance from doped silicon

The mass, the binding energy and the permittivity of 11.7 are rough values for phosphorus in silicon. The lower density is close to the metal–insulator transition, which in Si:P lies at about 3.5 to $3.7\times10^{18}$ cm⁻³, so both densities are on its metallic side. The 1.5 nm cell is a modelling choice: it forbids closer pairs and makes the lattice kinetic energy 6.5 % too low for a plane wave along a cube axis whose wavenumber equals the donor's decay constant. The CPA edges depend on it. With mass, binding energy and density held fixed, the 20 meV gap at $5\times10^{18}$ cm⁻³ becomes 13 meV for a 1.0 nm cell and 25 meV for a 2.0 nm cell, and the 12 meV gap at $2\times10^{19}$ cm⁻³ shrinks to about 1 meV for a 1.0 nm cell.

The neglected energies, estimated at $5\times10^{18}$ cm⁻³, should be set against a CPA gap of 20 meV. A hydrogenic orbital with its radius set to 1.37 nm to match the 45 meV binding has an on-site repulsion of $\tfrac54\times45=56$ meV. The mass of $0.30\,m_0$ and the permittivity alone would give a radius of 2.06 nm, a binding of 30 meV and a repulsion of 37 meV. Either repulsion is a sizeable part of the bandwidth of roughly 70 meV, so the half-filled band of the model may not be metallic once the repulsion is included. The screened random-ion potential has an rms of 21 meV and the unscreened exchange shift at the band bottom is $-23$ meV. Both use a free-carrier gas in six valleys at zero temperature. This is crude here because the screening length of 0.96 nm is far below the donor spacing of about 6 nm. Nor do these values carry over to 300 K, where such a gas, with a Fermi energy of 11 meV, is not degenerate. The thermal energy at 300 K is 26 meV. Longitudinal and transverse masses of 0.92 and 0.19 $m_0$ would give hoppings of 18 and 89 meV instead of one value of 56 meV. The single valley also undercounts host states near the band edge by a factor of about 6.7, because silicon has six valleys and each has a density-of-states mass slightly above $0.30\,m_0$. The one-site donor also binds a single level. A Coulomb donor has excited levels as well, at $-7.5$ and $-3.3$ meV for the 30 meV hydrogenic case, which is inside the CPA gap. The six valleys give six 1s levels per spin, of which the 45 meV level is only the lowest. The count of $c$ states in the impurity band is therefore a property of the model.

With lattice vibrations left out, temperature smears the occupation of the levels, not the levels themselves. The estimated repulsion, ion potential and exchange shift are each at least as large as the 20 meV gap, and the mass anisotropy changes the host band itself, so neither the gap nor the edges predict a silicon spectrum. The density of states alone also does not tell whether the states are localized, and optical absorption would need matrix elements as well. The full tables are in the numerical output.

## Numbers as computed

```
Lattice and donor (rough Si:P regime)
mass 0.30 m0, cell 1.50 nm, permittivity 11.7
hopping t = 56.44 meV, broadening eta = 5.0 meV
donor binding = 45.0 meV, site level V = -315.6 meV
V/t = -5.5907
single donor in finite cell: -45.08 meV
nearest-neighbour pair level: -85.7 meV
eighth moment, exact = 117055.51 t^8
CPA deficit of it = 3.2267 t^8, predicted 3.2267 t^8
Density 5.0e+18 cm^-3: c = 0.01687, 112 samples, 969 donors
CPA impurity band -81.5 to -8.1 meV, host from 12.0 meV
CPA gap = 20.1 meV, band weight / c = 1.000000
E-Ec (meV) | DOS per spin, 1e19/(eV cm^3): CPA, exact, std. error
  -120    0.475    0.481   0.007
  -100    0.722    0.819   0.039
   -80    2.672    1.583   0.071
   -60    6.830    5.787   0.231
   -40    8.275   13.495   0.386
   -20    6.875    4.284   0.227
     0    2.339    2.050   0.019
integrated deviation, -200 to 0 meV: CPA 37.7 %, virtual crystal 81.3 %
exact levels per donor: below CPA band 0.0382, in CPA gap 0.0021
exact levels per donor below mid-gap: 0.9618
clean finite-cell error / peak DOS: 0.6 %
Density 2.0e+19 cm^-3: c = 0.06750, 48 samples, 1668 donors
CPA impurity band -117.5 to 29.4 meV, host from 41.3 meV
CPA gap = 11.9 meV, band weight / c = 1.000000
E-Ec (meV) | DOS per spin, 1e19/(eV cm^3): CPA, exact, std. error
  -120    2.175    2.992   0.241
  -100    8.091    6.332   0.289
   -80   12.053    8.322   0.396
   -60   14.965   15.436   0.408
   -40   16.905   26.157   0.549
   -20   17.525   19.816   0.786
     0   16.133    5.522   0.291
integrated deviation, -200 to 0 meV: CPA 24.6 %, virtual crystal 87.0 %
exact levels per donor: below CPA band 0.0120, in CPA gap 0.0408
exact levels per donor below mid-gap: 0.9514
clean finite-cell error / peak DOS: 0.4 %
Neglected effects at 5.0e+18 cm^-3 (estimates)
donor radius 1.37 nm, on-donor repulsion 56.2 meV
free-carrier Fermi energy 10.8 meV, screening 0.96 nm
screened random-ion potential, rms 21.4 meV
exchange shift at band bottom -22.8 meV (unscreened)
hopping for masses 0.92 and 0.19 m0: 18.4 and 89.1 meV
thermal energy at 300 K: 25.9 meV
lattice error of kinetic energy at k = 0.595 nm^-1: 6.5 %
```
